\section*{First Folded Zone-Centre Phonons of a Weakly Modulated Superlattice}

\section{Problem}

A superlattice repeats two layers with a total period $d=10$ nm. Longitudinal sound travels along the growth axis with mean speed $v=8$ km/s, and the acoustic contrast between the layers is weak. At what frequency do the first folded phonons at the zone centre lie? Is there one line or more than one, and how far can the lines lie from the simple estimate?

The layers have thicknesses $d_1,d_2$, sound speeds $v_1,v_2$ and mass densities $\rho_1,\rho_2$. A wave crosses them in the times $t_i=d_i/v_i$, and $t=t_1+t_2$. The mean speed is defined by the travel time through one period,
\begin{equation}
v=\frac{d}{t},\qquad \frac{d}{v}=\frac{d_1}{v_1}+\frac{d_2}{v_2}.
\label{mean}
\end{equation}
The structure is treated as an infinite, periodic, lossless elastic continuum with bonded interfaces. Frequencies $f$ are in cycles per unit time, and $\omega=2\pi f$.

\section{A tempting solution}

A periodic structure reflects a wave strongly when the reflections from successive periods add in phase. At normal incidence this first happens when the round trip $2d$ equals one wavelength $\lambda$, so that
\begin{equation}
\lambda=2d,\qquad f=\frac{v}{2d}=\frac{8\ \text{nm/ps}}{20\ \text{nm}}=0.4\ \text{THz}.
\label{wrong}
\end{equation}
Here the acoustic branch meets the boundary of the reduced zone and is folded back. The first folded phonon therefore seems to lie at 0.4 THz.

\section{Where it fails}

The Bragg condition in \eqref{wrong} is correct, but it does not describe the zone centre. A wave with $\lambda=2d$ has wavenumber $2\pi/\lambda=\pi/d$. Folding means adding or subtracting multiples of $2\pi/d$, and
\begin{equation}
\frac{\pi}{d}-\frac{2\pi}{d}=-\frac{\pi}{d}.
\end{equation}
The wave is carried from one zone edge to the other, not to $q=0$. Its displacement changes sign from one period to the next, whereas a zone-centre mode repeats unchanged in every period.

For vanishing contrast, the branches at reduced wavenumber $q$ are
\begin{equation}
f=\frac{v}{2\pi}\left|q+\frac{2\pi m}{d}\right|,\qquad m=0,\pm1,\pm2,\dots
\label{empty}
\end{equation}
At $q=0$, $m=0$ gives the uniform translation with $f=0$. The next values, $m=1$ and $m=-1$, both give
\begin{equation}
f=\frac{v}{d}=\frac{8\ \text{nm/ps}}{10\ \text{nm}}=0.8\ \text{THz}.
\label{centre}
\end{equation}
One whole wavelength now fits into the period. Two waves travelling in opposite directions share this frequency, so a weak contrast can split them. The wave equation shows by how much.

\section{Solution with contrast}

\subsection{The dispersion relation}

Write the displacement as the real part of $u(x)e^{-i\omega\tau}$, with $\tau$ the time. With elastic modulus $C=\rho v^2$ (local values) and stress $\sigma=Cu'$, Newton's law gives
\begin{equation}
u'=\frac{\sigma}{C},\qquad \sigma'=-\rho\omega^2u .
\end{equation}
Both $u$ and $\sigma$ are continuous at an interface. Inside layer $i$ the solutions are sines and cosines of $\omega x/v_i$. Let $\theta_i=\omega t_i$ be the phase gained across the layer and $Z_i=\rho_iv_i$ its impedance. Since $C_i\omega/v_i=\omega Z_i$, the pair $(u,\sigma)$ is carried across the layer by
\begin{equation}
M_i=\begin{pmatrix}\cos\theta_i & \sin\theta_i/(\omega Z_i)\\ -\omega Z_i\sin\theta_i & \cos\theta_i\end{pmatrix},\qquad \det M_i=1 .
\label{matrix}
\end{equation}
Over a period the matrix is $M=M_2M_1$. Bloch's condition requires an eigenvalue $e^{iqd}$. As $\det M=1$, the other eigenvalue is $e^{-iqd}$, and the trace is $2\cos qd$. Multiplying out the two diagonal elements gives
\begin{equation}
\cos qd=\cos\theta_1\cos\theta_2-\frac12\left(r+\frac1r\right)\sin\theta_1\sin\theta_2,\qquad r=\frac{Z_2}{Z_1}.
\label{rytov}
\end{equation}

To expose the zone-centre solutions, subtract \eqref{rytov} from 1 and use half angles. Let
\begin{equation}
A=\sin\frac{\theta_1}{2}\cos\frac{\theta_2}{2},\qquad B=\cos\frac{\theta_1}{2}\sin\frac{\theta_2}{2}.
\end{equation}
Writing $1$ as the product of $\cos^2(\theta_i/2)+\sin^2(\theta_i/2)$ for the two layers, and $\cos\theta_i$ as $\cos^2(\theta_i/2)-\sin^2(\theta_i/2)$, one finds
\begin{equation}
1-\cos\theta_1\cos\theta_2=2(A^2+B^2),\qquad \sin\theta_1\sin\theta_2=4AB .
\end{equation}
With $1-\cos qd=2\sin^2(qd/2)$, division by 2 leaves
\begin{equation}
\sin^2\frac{qd}{2}=A^2+B^2+\left(r+\frac1r\right)AB .
\label{ab}
\end{equation}
The sum and difference of $A$ and $B$ are single sines:
\begin{equation}
P=A+B=\sin(\pi ft),\qquad D=A-B=\sin[\pi f(t_1-t_2)].
\end{equation}
Hence $A^2+B^2=(P^2+D^2)/2$ and $AB=(P^2-D^2)/4$. Inserting these in \eqref{ab} and collecting terms gives
\begin{equation}
\sin^2\frac{qd}{2}=\frac{(r+1)^2}{4r}P^2-\frac{(r-1)^2}{4r}D^2 .
\end{equation}
Now introduce the amplitude reflection coefficient of one interface, up to a sign convention,
\begin{equation}
R=\frac{Z_2-Z_1}{Z_2+Z_1}=\frac{r-1}{r+1},\qquad 1-R^2=\frac{4r}{(r+1)^2}.
\end{equation}
Multiplication by $1-R^2$ yields
\begin{equation}
(1-R^2)\sin^2\frac{qd}{2}=\sin^2(\pi ft)-R^2\sin^2[\pi f(t_1-t_2)].
\label{compact}
\end{equation}

\subsection{Two modes in a narrow window}

At $q=0$ the left side vanishes:
\begin{equation}
\sin(\pi ft)=\pm R\sin[\pi f(t_1-t_2)].
\label{roots}
\end{equation}
Therefore $|\sin(\pi ft)|\le|R|$. Every zone-centre frequency lies in a window around an integer multiple of $1/t=v/d$. The first window above zero is
\begin{equation}
\left|f-\frac vd\right|\le\frac vd\,\frac{\arcsin|R|}{\pi}.
\label{window}
\end{equation}

It remains to count the modes. Set $\phi=\pi ft$ and $\kappa=(t_1-t_2)/t$, so that $|\kappa|<1$, and define
\begin{equation}
g_\pm(\phi)=\sin\phi\mp R\sin(\kappa\phi),\qquad g_\pm'(\phi)=\cos\phi\mp R\kappa\cos(\kappa\phi).
\end{equation}
In the window around $\phi=\pi$, $\cos\phi\le-\sqrt{1-R^2}$, and so $g_\pm'\le-\sqrt{1-R^2}+|R|$. This is negative if $R^2<1/2$. At the left end $\sin\phi=|R|$ and $g_\pm\ge0$; at the right end $\sin\phi=-|R|$ and $g_\pm\le0$. Each sign thus has one root. Around $\phi=0$ the same argument gives a positive slope, and the single root is the translation at $f=0$.

Two distinct roots give one mode each, because two independent periodic solutions at one frequency would require $M=1$. By \eqref{matrix}, in this window that needs either $R=0$ or $\theta_1=\theta_2=\pi$. In both cases the roots coincide at $f=v/d$ and the two modes are degenerate. The first folded zone-centre phonons are therefore two modes inside \eqref{window}, counted with multiplicity.

\subsection{Splitting for weak contrast}

Put $\phi=\pi+\delta$ with small $\delta$. Then $\sin\phi=-\sin\delta\simeq-\delta$, and \eqref{roots} becomes, through second order in $R$,
\begin{equation}
\delta=\mp R\left[\sin\pi\kappa+\kappa\delta\cos\pi\kappa\right].
\end{equation}
The first-order solution is $\delta=\mp R\sin\pi\kappa$. Inserting it in the bracket gives
\begin{equation}
\delta=\mp R\sin\pi\kappa+R^2\kappa\sin\pi\kappa\cos\pi\kappa .
\end{equation}
Because $f=(v/d)(1+\delta/\pi)$, the splitting and the shift of the pair's mean are
\begin{align}
\Delta f&\simeq\frac{2v}{\pi d}\,|R\sin\pi\kappa|,\label{split}\\
\bar f-\frac vd&\simeq\frac vd\,\frac{R^2\kappa\sin2\pi\kappa}{2\pi}.\label{shift}
\end{align}
The splitting is of first order in the contrast, while the mean moves in second order. This is why $v/d$ locates the pair well.

For equal transit times $\kappa=0$ and the splitting vanishes even with $R\ne0$. Each layer is then half a wavelength thick at $f=v/d$, and \eqref{matrix} gives $M_1=M_2=-1$ whatever the impedances. The interface reflections cancel within each layer.

\section{Worked example}

Take $d_1=6.3$ nm, $v_1=8.4$ km/s, $\rho_1=2.3$ g/cm$^3$ and $d_2=3.7$ nm, $v_2=7.4$ km/s, $\rho_2=2.9$ g/cm$^3$. These are rough values in the regime of silicon and silicon-rich silicon--germanium layers. The transit times are
\begin{equation}
t_1=\frac{6.3}{8.4}=0.75\ \text{ps},\qquad t_2=\frac{3.7}{7.4}=0.50\ \text{ps},\qquad v=\frac{10}{1.25}=8\ \text{km/s},
\end{equation}
and $\kappa=0.25/1.25=0.2$. The impedances, in $10^6$ kg\,m$^{-2}$s$^{-1}$, are 19.32 and 21.46, so
\begin{equation}
R=\frac{21.46-19.32}{21.46+19.32}=0.0525 .
\end{equation}
The window \eqref{window} has a half-width of 13.4 GHz. Equation \eqref{split} gives
\begin{equation}
\Delta f\simeq\frac{2(800\ \text{GHz})}{\pi}(0.0525)\sin(0.2\pi)=15.7\ \text{GHz}.
\end{equation}
The roots of \eqref{roots} are
\begin{equation}
f_-=0.792\ \text{THz},\qquad f_+=0.808\ \text{THz}.
\end{equation}
Their mean lies 0.07 GHz above $v/d=0.8$ THz, or 26.7 cm$^{-1}$, in agreement with \eqref{shift}. A direct solution of the wave equation with 500 linear finite elements per period gives the same pair to within about 0.01 GHz. Its next zone-centre mode lies at 1.587 THz, near $2v/d$.

The tempting answer can now be put in its proper place. At $q=\pi/d$, \eqref{compact} becomes
\begin{equation}
\cos(\pi ft)=\pm R\cos[\pi f(t_1-t_2)].
\end{equation}
With $\pi ft=\pi/2+\delta$, the first-order solution is $\delta=\mp R\cos(\pi\kappa/2)$. The frequencies are therefore $v/(2d)\pm(v/\pi d)|R|\cos(\pi\kappa/2)$, or about $0.400\pm0.013$ THz. The finite-element values are 0.387 and 0.413 THz. These are the zone-edge modes.

\subsection{Which mean speed?}

The thickness-weighted average of the two speeds is 8.03 km/s and would place the centre at 0.803 THz. It is the wrong average because phases add in proportion to travel times. The speed of very long waves is different again. For small $q$ and $f$, replacing the sines in \eqref{compact} by their arguments gives
\begin{equation}
\frac{2\pi f}{q}=v\sqrt{\frac{1-R^2}{1-R^2\kappa^2}}=7.99\ \text{km/s}.
\end{equation}
It differs from $v$ in second order in $R$. For this weak contrast all three averages lead to the neighbourhood of 0.8 THz, but the transit-time mean is the one that enters \eqref{window}.

\section{What a light-scattering measurement selects}

Light scattered straight back transfers the wavenumber $q=4\pi n/\lambda_0$ to the phonon, where $n$ is the refractive index and $\lambda_0$ the vacuum wavelength; the small change of photon frequency is neglected. To find the lines near the zone centre, set $\pi ft=\pi+\delta$ in \eqref{compact}. For small $qd/2$ and $R$, the leading terms are
\begin{equation}
\delta^2\simeq\left(\frac{qd}{2}\right)^2+R^2\sin^2\pi\kappa,
\end{equation}
and multiplication of $\delta$ by $v/(\pi d)$ gives
\begin{equation}
f\simeq\frac vd\pm\sqrt{\left(\frac{vq}{2\pi}\right)^2+\left(\frac{\Delta f}{2}\right)^2}.
\label{light}
\end{equation}
With $\lambda_0=532$ nm and a rough index $n=4.2$, $q=0.099$ nm$^{-1}$, about a third of $\pi/d$. The first term under the root is then $(0.126\ \text{THz})^2$, far larger than $(0.008\ \text{THz})^2$. Equation \eqref{light} gives 0.673 and 0.927 THz. Although $qd/2\simeq0.5$ is not very small, the finite-element lines, 0.674 and 0.927 THz, agree to about 0.3 GHz. Such a pair is centred near $v/d$, but its separation measures mainly $q$, not the zone-centre gap.

\section{Real layers}

The following estimates use rough material coefficients and change one thing at a time.

The largest shift of the pair's mean among them comes from the period. One extra atomic plane of 0.14 nm in the first layer of every period lowers the mean by 10.5 GHz, two thirds of the splitting. The position near 0.8 THz survives, but predicting the two separate frequencies requires the average period to be known to better than one plane.

Heating by 100 K, with a speed loss of $4\times10^{-5}$ per kelvin and fixed thicknesses, lowers the mean by 3.2 GHz. Misfit strain changes both the thickness and the sound speed of a layer. Only the speed is considered here: if a volume strain of 1\% in the alloy layer is assumed to change $v_2$ by 1\%, the mean moves by 3.2 GHz in magnitude. The ratio of one is only an assumption. Third-order elastic constants of silicon or germanium give about two for biaxial misfit on (001), so that an in-plane compression of 0.7\% raises the mean by 5 to 6 GHz at fixed thickness; the accompanying thickening of the layer reduces this to about 4 GHz. The output labels this assumed ratio, of fractional speed change to volume strain, a Gr\"uneisen number. Atomic discreteness, estimated from a uniform chain with $f=(v/\pi a)\sin(\pi a/d)$ and $a=0.14$ nm, lowers the frequency by 0.26 GHz. This nearest-neighbour chain bends too little: for silicon along [100] it would put the top of the branch near 20 THz instead of 15.5 THz, and forces reaching three planes, fitted to the measured branch, give about twice the shift.

Other effects blur or narrow the pair. If the phonon energy decays with a lifetime of 100 ps, the full width of the line at half maximum is $1/(2\pi\times100\ \text{ps})=1.6$ GHz. Grading each interface linearly over a full width of 0.5 nm reduces the splitting from 15.7 to 15.4 GHz. The profile matters: an exponential tail with decay length 0.5 nm gives about 13 GHz. A stack of $N$ periods has a transit time $Nt$ and hence a frequency resolution of roughly $1/(Nt)=v/(Nd)$. This equals the splitting at $N\simeq51$, so a much shorter stack could not resolve the two zone-centre modes, although its transmission may already dip at the gap. The estimate gives only the scale: for a stack embedded in the first material, the resonances flanking the gap are still 22 GHz apart at $N=51$ and 18 GHz apart at $N=100$. A long stack is not sufficient either, because the probe must couple to both modes. At exactly $q=0$ and with $\kappa\ne0$, the strain of one mode is even about the layer centres and that of the other is odd. If light couples to the strain through a coefficient that is uniform within each layer but differs between the two layers, the contributions of the odd mode cancel and only the even mode scatters. In the example the even mode is the upper one. With equal coefficients and equal refractive indices neither mode would scatter, because the strain of a periodic mode sums to zero over a period. If the indices differ, the even mode scatters even with equal coefficients, because it thickens one layer at the expense of the other. The numerical output below lists the values behind these estimates.

\section*{Numbers as computed}
\begin{verbatim}
layer thicknesses d1, d2: 6.3, 3.7 nm; period 10.0 nm
layer speeds v1, v2: 8.4, 7.4 km/s
layer densities: 2.3, 2.9 g/cm^3
transit times t1, t2, t: 0.750, 0.500, 1.250 ps
transit-time mean speed v: 8.000 km/s
thickness-weighted speed: 8.030 km/s
long-wave speed: 7.989 km/s
impedances Z1, Z2: 19.32, 21.46 10^6 kg/(m^2 s)
reflection coefficient R: 0.05248
transit-time asymmetry kappa: 0.200
centre v/d: 0.8000 THz = 26.69 cm^-1
window half-width: 13.37 GHz
zone-centre pair, exact condition: 0.79221, 0.80792 THz
zone-centre pair, finite elements: 0.79222, 0.80793 THz
next zone-centre mode, finite elements: 1.5874 THz
splitting, exact condition: 15.713 GHz
splitting, first-order formula: 15.709 GHz
shift of pair mean, exact condition: 0.0667 GHz
shift of pair mean, formula: 0.0667 GHz
equal-transit-time layer d1: 5.316 nm
equal-transit-time splitting below 0.01 GHz: True
zone-edge pair, finite elements: 0.3872, 0.4127 THz
light wavelength 532 nm, rough index 4.2
backscattering wavenumber q: 0.0992 nm^-1
zone-edge wavenumber pi/d: 0.3142 nm^-1
light-selected lines, formula: 0.6734, 0.9266 THz
light-selected lines, elements: 0.6737, 0.9265 THz
atomic-plane spacing (rough): 0.14 nm
shift from atomic discreteness: -0.26 GHz
shift from one extra atomic plane per period: -10.52 GHz
speed loss per K (rough): 4e-05; heating 100 K
shift from heating: -3.20 GHz
alloy volume strain 0.01, Grueneisen number 1 (rough)
shift from misfit strain, magnitude: 3.20 GHz
phonon lifetime (rough): 100 ps; line width 1.59 GHz
interface grading width: 0.5 nm
splitting with graded interfaces: 15.44 GHz
shift of pair mean from grading: -0.003 GHz
periods N at which f/N equals the splitting: 51
\end{verbatim}
